# Landé and rank-two constants from the carbon triplet P intervals: verification in Python

```python
"""
Fine structure of the carbon ground term 3P (L = S = 1).
Result under test: H = const + A X + B T, X = L.S,
T = 3 X^2 + 3/2 X - L(L+1)S(S+1), has
    A = (2 d10 + 5 d21)/12,   B = (d21 - 2 d10)/18,
where d10 = E(J=1)-E(J=0) and d21 = E(J=2)-E(J=1).
Origin of B in the configuration p^2:
    spin-spin:                B_ss = -(alpha^2/10) <1/r_>^3>
    second-order spin-orbit:  B_so = -(zeta^2/18) (1/(2 E_D) + 4/E_S)
r_> is the larger electron radius, zeta = 2A the spin-orbit constant,
E_D = 6 F2/25 and E_S = 15 F2/25 the energies of 1D and 1S above 3P,
F2 the Slater integral of the 2p shell.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, trapezoid, quad
from pyscf import gto, scf

alpha = constants.fine_structure
hartree_cm = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
ghz_per_cm = constants.c * 100 / 1e9


def extract(d10, d21):
    return (2 * d10 + 5 * d21) / 12, (d21 - 2 * d10) / 18


def intervals(energies):
    """Intervals of nine 3P energies ordered J = 0, 1, 2."""
    e = np.sort(energies)[:9]
    assert np.ptp(e[1:4]) < 1e-5 and np.ptp(e[4:9]) < 1e-5
    return e[1:4].mean() - e[0], e[4:9].mean() - e[1:4].mean()


# Given data and extraction
d10, d21 = 16.4, 27.0
A, B = extract(d10, d21)
half_digit = 0.05
dA = half_digit * (2 + 5) / 12
dB = half_digit * (1 + 2) / 18

# Angular momentum one in the Cartesian basis: (L_k)_ij = -i eps_kij
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
ell = -1j * eps
delta = np.eye(3)

# Test: effective Hamiltonian from traceless tensors, diagonalized
X = sum(np.kron(ell[a], ell[a]) for a in range(3))
T = np.zeros((9, 9), complex)
for a in range(3):
    for b in range(3):
        sym = (ell[a] @ ell[b] + ell[b] @ ell[a]) / 2
        tensor = sym - 2 / 3 * delta[a, b] * np.eye(3)
        T += 3 * np.kron(tensor, ell[a] @ ell[b])
assert np.allclose(T, 3 * X @ X + 1.5 * X - 4 * np.eye(9))
assert abs(np.trace(X)) < 1e-12 and abs(np.trace(T)) < 1e-12
assert abs(np.trace(X @ T)) < 1e-12
assert np.allclose(intervals(np.linalg.eigvalsh(A * X + B * T)),
                   (d10, d21), atol=1e-10)

# Two-electron p^2 space: 6 spin-orbitals, 15 antisymmetric states
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]])
one_l = [np.kron(m, np.eye(2)) for m in ell]
one_s = [np.kron(np.eye(3), m / 2) for m in pauli]
unit = np.eye(6)
pairs = [(i, j) for i in range(6) for j in range(i)]
anti = np.array([(np.kron(unit[i], unit[j]) - np.kron(unit[j], unit[i]))
                 / np.sqrt(2) for i, j in pairs]).T


def direction_product(a, b):
    """Matrix of n_a n_b (n = unit vector) between p orbitals."""
    m = (delta[a, b] * delta + np.outer(delta[a], delta[b])
         + np.outer(delta[b], delta[a])) / 5
    return np.kron(m, np.eye(2))


coulomb = -0.5 * np.eye(36, dtype=complex)
spin_spin = np.zeros((36, 36), complex)
for a in range(3):
    for b in range(3):
        n_ab = direction_product(a, b)
        coulomb += 1.5 * np.kron(n_ab, n_ab)
        quad_ab = 3 * n_ab - delta[a, b] * unit
        spin_spin -= 0.5 * (np.kron(quad_ab @ one_s[a], one_s[b])
                            + np.kron(one_s[a], quad_ab @ one_s[b]))
ls = sum(one_l[a] @ one_s[a] for a in range(3))
own_orbit = np.kron(ls, unit) + np.kron(unit, ls)
other_orbit = sum(np.kron(one_l[a], one_s[a])
                  + np.kron(one_s[a], one_l[a]) for a in range(3))


def p2_energies(f2, zeta=0.0, ss=0.0, other=0.0):
    h = (f2 * coulomb + zeta * own_orbit + ss * spin_spin
         + other * other_orbit)
    return np.linalg.eigvalsh(anti.T @ h @ anti)


# Test: term energies 3P, 1D, 1S in units of F2
terms = p2_energies(1.0)
terms = terms - terms[0]
assert np.allclose(terms, [0] * 9 + [6 / 25] * 5 + [15 / 25])

# Test: spin-other-orbit type coupling obeys the interval rule
other_A, other_B = extract(*intervals(p2_energies(1e7, other=1.0)))
assert other_A > 0.1 and abs(other_B) < 1e-6


# Radial integrals from a density D(r) = P(r)^2 on a logarithmic grid
log_r = np.linspace(np.log(1e-5), np.log(40.0), 8001)
r = np.exp(log_r)


def radial_integrals(density):
    norm = trapezoid(density * r, log_r)
    inner0 = cumulative_trapezoid(density * r, log_r, initial=0)
    inner2 = cumulative_trapezoid(density * r**3, log_r, initial=0)
    outer3 = 2 * trapezoid(density / r**2 * inner0, log_r)
    f2 = 2 * trapezoid(density / r**2 * inner2, log_r)
    return norm, outer3, f2


# Test: for Gaussian p orbitals exp(-g r^2) the 3P function separates in
# relative and centre coordinates; the relative motion is a p wave.
g = 0.7
gauss = r**4 * np.exp(-2 * g * r**2)
gauss /= trapezoid(gauss * r, log_r)
relative = (quad(lambda x: x * np.exp(-g * x * x), 0, np.inf)[0]
            / quad(lambda x: x**4 * np.exp(-g * x * x), 0, np.inf)[0])
assert abs(radial_integrals(gauss)[1] / relative - 1) < 1e-4


def carbon_2p(basis_name):
    """ROHF energy and 2p radial density, uncontracted s and p basis."""
    primitives = set()
    for shell in gto.basis.load(basis_name, "C"):
        if shell[0] <= 1:
            for row in shell[1:]:
                if isinstance(row, (list, tuple)):
                    primitives.add((shell[0], row[0]))
    basis = [[l, [e, 1.0]] for l, e in sorted(primitives)]
    mol = gto.M(atom="C 0 0 0", basis={"C": basis}, spin=2, verbose=0)
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-11
    mf.max_cycle = 200
    energy = mf.kernel()
    assert mf.converged
    open_shell = mf.mo_coeff[:, np.abs(mf.mo_occ - 1) < 1e-6]
    assert open_shell.shape[1] == 2
    # Summing over three axes removes the orientation of the p orbital
    total = sum((mol.eval_gto("GTOval_sph", np.outer(r, axis))
                 @ open_shell)**2 for axis in np.eye(3))
    densities = 4 * np.pi / 3 * r[:, None]**2 * total
    assert np.allclose(densities[:, 0], densities[:, 1], atol=1e-3)
    return energy, densities.mean(axis=1)


energy_hf, density_2p = carbon_2p("cc-pvqz")
norm, outer3, f2 = radial_integrals(density_2p)
assert abs(norm - 1) < 1e-4
outer3_small = radial_integrals(carbon_2p("cc-pvtz")[1])[1]
assert abs(outer3_small / outer3 - 1) < 0.02  # basis-set stability

# Origin of B, all in cm^-1
zeta = 2 * A
f2_cm = f2 * hartree_cm
E_D, E_S = 6 * f2_cm / 25, 15 * f2_cm / 25
B_ss = -alpha**2 / 10 * outer3 * hartree_cm
push_2, push_0 = zeta**2 / (2 * E_D), 2 * zeta**2 / E_S
B_so = -zeta**2 / 18 * (1 / (2 * E_D) + 4 / E_S)
B_sum = B_ss + B_so

# Test: both formulas against the full 15-state diagonalization
# (1 percent: higher orders in zeta/E_D are left out of the formulas)
ss_strength = alpha**2 * outer3 * hartree_cm
A_so_full, B_so_full = extract(*intervals(p2_energies(f2_cm, zeta)))
full_intervals = intervals(p2_energies(f2_cm, zeta, ss_strength))
B_full = extract(*full_intervals)[1]
assert abs(A_so_full / A - 1) < 0.01
assert abs(B_so_full / B_so - 1) < 0.01
assert abs((B_full - B_so_full) / B_ss - 1) < 0.01

# Test: sign, size and dominant origin of the extracted constant
# (25 percent: Hartree-Fock leaves out electron correlation)
assert B_ss < 0 and B_so < 0
assert abs(B_sum / B - 1) < 0.25
assert abs(B_so / B_ss) < 0.1

ratio = d21 / d10
b = B / A
assert abs((2 + 3 * b) / (1 - 7.5 * b) - ratio) < 1e-12

print(f"given interval d10 = {d10:.1f} cm^-1")
print(f"given interval d21 = {d21:.1f} cm^-1")
print(f"Lande constant A = {A:.3f} cm^-1")
print(f"rounding bound on A = {dA:.3f} cm^-1")
print(f"rank-two constant B = {B:.4f} cm^-1")
print(f"rounding bound on B = {dB:.4f} cm^-1")
print(f"A converted = {A * ghz_per_cm:.1f} GHz")
print(f"B converted = {B * ghz_per_cm:.2f} GHz")
print(f"B/A = {b:.5f}")
print(f"interval ratio d21/d10 = {ratio:.4f} (rule: 2)")
print(f"relative departure from 2 = {100 * (ratio / 2 - 1):.1f} percent")
print(f"linear estimate 9 B/A = {100 * 9 * b:.1f} percent")
print(f"A from d10 alone = {d10:.2f} cm^-1")
print(f"A from d21 alone = {d21 / 2:.2f} cm^-1")
print(f"rank-one part of d10, A = {A:.3f} cm^-1")
print(f"rank-two part of d10, -7.5 B = {-7.5 * B:.3f} cm^-1")
print(f"rank-one part of d21, 2A = {2 * A:.3f} cm^-1")
print(f"rank-two part of d21, 3B = {3 * B:.3f} cm^-1")
for J, x, t in [(0, -2, 5), (1, -1, -2.5), (2, 1, 0.5)]:
    print(f"J={J}: A X = {A * x:.3f}, B T = {B * t:.3f}, "
          f"sum = {A * x + B * t:.3f} cm^-1")
print(f"ROHF energy of carbon = {energy_hf:.5f} hartree")
print(f"<1/r_>^3> of 2p pair = {outer3:.4f} bohr^-3")
print(f"same, smaller basis = {outer3_small:.4f} bohr^-3")
print(f"alpha^2 in energy units = {alpha**2 * hartree_cm:.4f} cm^-1")
print(f"Slater integral F2 = {f2:.4f} hartree")
print(f"E_D (Hartree-Fock F2) = {E_D:.0f} cm^-1")
print(f"E_S (Hartree-Fock F2) = {E_S:.0f} cm^-1")
print(f"zeta = 2A = {zeta:.3f} cm^-1")
print(f"downward push of J=2 by 1D = {push_2:.4f} cm^-1")
print(f"downward push of J=0 by 1S = {push_0:.4f} cm^-1")
print(f"B_ss, spin-spin = {B_ss:.4f} cm^-1")
print(f"B_so, second-order spin-orbit = {B_so:.4f} cm^-1")
print(f"B_ss + B_so = {B_sum:.4f} cm^-1")
print(f"(B_ss + B_so)/B = {B_sum / B:.3f}")
print(f"B_so/B_ss = {B_so / B_ss:.4f}")
print(f"B from 15-state diagonalization = {B_full:.4f} cm^-1")
print(f"15-state d10 = {full_intervals[0]:.2f} cm^-1")
print(f"15-state d21 = {full_intervals[1]:.2f} cm^-1")
print("tests ok")
```

Output:

```
given interval d10 = 16.4 cm^-1
given interval d21 = 27.0 cm^-1
Lande constant A = 13.983 cm^-1
rounding bound on A = 0.029 cm^-1
rank-two constant B = -0.3222 cm^-1
rounding bound on B = 0.0083 cm^-1
A converted = 419.2 GHz
B converted = -9.66 GHz
B/A = -0.02304
interval ratio d21/d10 = 1.6463 (rule: 2)
relative departure from 2 = -17.7 percent
linear estimate 9 B/A = -20.7 percent
A from d10 alone = 16.40 cm^-1
A from d21 alone = 13.50 cm^-1
rank-one part of d10, A = 13.983 cm^-1
rank-two part of d10, -7.5 B = 2.417 cm^-1
rank-one part of d21, 2A = 27.967 cm^-1
rank-two part of d21, 3B = -0.967 cm^-1
J=0: A X = -27.967, B T = -1.611, sum = -29.578 cm^-1
J=1: A X = -13.983, B T = 0.806, sum = -13.178 cm^-1
J=2: A X = 13.983, B T = -0.161, sum = 13.822 cm^-1
ROHF energy of carbon = -37.68823 hartree
<1/r_>^3> of 2p pair = 0.2756 bohr^-3
same, smaller basis = 0.2756 bohr^-3
alpha^2 in energy units = 11.6873 cm^-1
Slater integral F2 = 0.2434 hartree
E_D (Hartree-Fock F2) = 12821 cm^-1
E_S (Hartree-Fock F2) = 32052 cm^-1
zeta = 2A = 27.967 cm^-1
downward push of J=2 by 1D = 0.0305 cm^-1
downward push of J=0 by 1S = 0.0488 cm^-1
B_ss, spin-spin = -0.3221 cm^-1
B_so, second-order spin-orbit = -0.0071 cm^-1
B_ss + B_so = -0.3292 cm^-1
(B_ss + B_so)/B = 1.022
B_so/B_ss = 0.0221
B from 15-state diagonalization = -0.3292 cm^-1
15-state d10 = 16.45 cm^-1
15-state d21 = 26.97 cm^-1
tests ok
```
